\section*{Relativistic contraction of the hafnium 1s orbital and its pseudopotential}

\section{Definitions and conventions}

One electron moves around a fixed point nucleus of charge $Z$. The algebra uses atomic units, $\hbar=m=e=4\pi\varepsilon_0=1$, in which the speed of light is $c=1/\alpha=137.036$. Define
\begin{equation}
\beta=\frac{Z}{c}=Z\alpha,\qquad s=\sqrt{1-\beta^2},\qquad 0<\beta<1 .
\end{equation}
The symbol $W$ denotes an energy that includes the rest energy $c^2$, and $\varepsilon=W-c^2$ is the energy without it. The radial density $D(r)$ is the probability per unit radius, so $\int_0^\infty D\,dr=1$. Three radii describe the size of the orbital: the peak radius $r_{\rm p}$, where $D$ is largest; the mean radius $\langle r\rangle$; and the harmonic mean radius $1/\langle 1/r\rangle$. The contraction of a radius is
\begin{equation}
C=1-\frac{\text{relativistic radius}}{\text{nonrelativistic radius}} .
\end{equation}
The choice of radius matters. For hafnium, $Z=72$, the peak and harmonic mean radii contract by about 15 percent, the mean radius by about 10 percent.

\section{The nonrelativistic orbital and its speed}

The nonrelativistic 1s radial function is $u=2Z^{3/2}re^{-Zr}$, with $D_0=u^2=4Z^3r^2e^{-2Zr}$. The integral needed throughout is
\begin{equation}
I_a=\int_0^\infty r^a e^{-2Zr}\,dr,\qquad I_a=\frac{a}{2Z}\,I_{a-1}\quad(a>0),
\label{eq:rec}
\end{equation}
where the recursion follows from integration by parts; the boundary terms vanish. Starting from $I_0=1/(2Z)$, it gives $I_1=1/(4Z^2)$ and $I_2=1/(4Z^3)$, which confirms the normalization.

For an s state $\langle p^2\rangle=\int (u')^2dr$. Since $u'=2Z^{3/2}(1-Zr)e^{-Zr}$,
\begin{align}
\langle p^2\rangle&=4Z^3\left(I_0-2ZI_1+Z^2I_2\right)\nonumber\\
&=4Z^3\left(\frac1{2Z}-\frac1{2Z}+\frac1{4Z}\right)=Z^2 .
\end{align}
With $m=1$ the root-mean-square speed is $Z$, or $\beta$ in units of $c$. For hafnium $\beta=72/137.036=0.5254$, which rounds to 0.53.

The nonrelativistic radii follow in the same way. Setting $D_0'=0$ gives $2/r-2Z=0$, hence $r_{\rm p}=1/Z$. The recursion gives $\langle r\rangle=I_3/I_2=3/(2Z)$ and $\langle1/r\rangle=I_1/I_2=Z$.

\section{A size estimate with relativistic kinetic energy}

Confinement to a radius $r$ requires a momentum of order $1/r$. Taking $p=1/r$, a choice that reproduces the nonrelativistic peak radius, the total energy is
\begin{equation}
W(r)=\sqrt{c^4+\frac{c^2}{r^2}}-\frac Zr .
\end{equation}
Its derivative, multiplied by $r^2$, is
\begin{equation}
r^2\frac{dW}{dr}=Z-\frac{c^2/r}{\sqrt{c^4+c^2/r^2}}=Z-v(r).
\end{equation}
The last step uses the relativistic relation that speed equals $c^2p$ divided by the kinetic energy including rest energy. The speed $v(r)$ falls steadily from $c$ at $r\to0$ to zero at $r\to\infty$. For $Z<c$ the derivative is therefore negative at small $r$, positive at large $r$, and zero at one radius, which is a minimum. There
\begin{equation}
v=Z=\beta c .
\end{equation}
The equilibrium speed is the same as the nonrelativistic one. Within this estimate, the nonrelativistic speed may therefore be put into the Lorentz factor $1/\sqrt{1-v^2/c^2}=1/s$. The momentum is $p=v/s=Z/s$, so
\begin{equation}
r=\frac1p=\frac sZ .
\label{eq:size}
\end{equation}
The kinetic term is $c^2/s$ and the attraction is $-Z/r=-Z^2/s$. Their sum is
\begin{equation}
W=\frac{c^2-Z^2}{s}=\frac{c^2(1-\beta^2)}{s}=c^2s .
\end{equation}
The size shrinks by $1-s$. The momentum $Z/s=1.18Z$ belongs to the estimate only; the root-mean-square momentum of the Dirac 1s state of hafnium is larger, $1.39Z$. The argument does not say which radius of the actual orbital is meant, because $p=1/r$ was a choice. The Dirac equation settles that.

\section{The Dirac 1s state}

Write $G$ and $F$ for the large and small radial functions, with $D=G^2+F^2$. For an s state with $j=1/2$ the radial Dirac equations are
\begin{align}
\left(c^2-\frac Zr-W\right)G&=c\left(F'+\frac Fr\right),\label{eq:d1}\\
c\left(G'-\frac Gr\right)&=\left(W+c^2+\frac Zr\right)F.\label{eq:d2}
\end{align}
Try the nodeless form $G=Nr^\lambda e^{-\mu r}$ and $F=qG$, for which $G'=(\lambda/r-\mu)G$. After division by $G$, the $1/r$ terms and the constants must match separately in each equation. The $1/r$ terms give
\begin{equation}
-Z=cq(\lambda+1),\qquad c(\lambda-1)=qZ .
\end{equation}
The first gives $q=-\beta/(\lambda+1)$. Inserted in the second, it gives $(\lambda-1)(\lambda+1)=-\beta^2$, or $\lambda^2=1-\beta^2$. The root $\lambda=-s$ would make $D$ behave as $r^{-2s}$, which is not integrable at the origin when $s\ge1/2$. Hafnium has $s=0.8508$, so $\lambda=s$.

The constant terms give
\begin{equation}
c^2-W=-cq\mu,\qquad -c\mu=q(W+c^2),
\end{equation}
and eliminating $\mu$ leaves $c^2-W=q^2(c^2+W)$. Here
\begin{equation}
q^2=\frac{\beta^2}{(1+s)^2}=\frac{(1-s)(1+s)}{(1+s)^2}=\frac{1-s}{1+s}.
\end{equation}
Therefore $(1+s)(c^2-W)=(1-s)(c^2+W)$. Collecting terms gives $2sc^2=2W$, so $W=c^2s$. The decay constant is
\begin{equation}
\mu=-\frac{q(W+c^2)}c=\frac{\beta}{1+s}\,c(1+s)=Z .
\end{equation}
The energy agrees with the size estimate, and the decay constant is the nonrelativistic one.

Because $F$ is proportional to $G$, the density is $D\propto r^{2s}e^{-2Zr}$. Setting its logarithmic derivative $2s/r-2Z$ to zero gives the peak. The recursion \eqref{eq:rec}, valid for noninteger $a>0$ as well, gives the averages:
\begin{align}
r_{\rm p}&=\frac sZ,\\
\langle r\rangle&=\frac{I_{2s+1}}{I_{2s}}=\frac{2s+1}{2Z},\\
\frac1{\langle1/r\rangle}&=\frac{I_{2s}}{I_{2s-1}}=\frac sZ .
\end{align}
Comparison with $1/Z$, $3/(2Z)$ and $1/Z$ yields
\begin{equation}
C_{\rm p}=C_{\rm h}=1-s,\qquad C_{\rm m}=1-\frac{2s+1}3=\frac23(1-s),
\label{eq:contr}
\end{equation}
with subscripts p, h and m for peak, harmonic mean and mean. The factor $2/3$ has a simple origin. With or without relativity, $\langle r\rangle-r_{\rm p}=1/(2Z)$. Both radii therefore move inward by the same distance $(1-s)/Z$, but the mean radius was 1.5 times larger to begin with.

\section{Small $\beta$: leading term and first correction}

To expand $s$, set $s=1-a\beta^2-b\beta^4+\dots$ and square:
\begin{equation}
s^2=1-2a\beta^2+(a^2-2b)\beta^4+\dots
\end{equation}
This must equal $1-\beta^2$, so $a=1/2$ and $b=a^2/2=1/8$. Hence
\begin{align}
C_{\rm p}&=\frac{\beta^2}2+\frac{\beta^4}8+O(\beta^6),\\
C_{\rm m}&=\frac{\beta^2}3+\frac{\beta^4}{12}+O(\beta^6).
\end{align}
The first correction is a fraction $\beta^2/4$ of the leading term.

The remainder can be found without further expansion. Let $P=1-\beta^2/2-\beta^4/8$. Squaring gives
\begin{equation}
P^2=1-\beta^2+\frac{\beta^6}8+\frac{\beta^8}{64},
\end{equation}
because the $\beta^4$ terms cancel. Since $P^2-s^2=(P-s)(P+s)$, the amount missing from the two-term contraction is
\begin{equation}
C_{\rm p}-(1-P)=P-s=\frac{\beta^6/8+\beta^8/64}{P+s}.
\end{equation}

For hafnium $\beta^2=0.27606$. The leading term is 13.803 percent and the correction is $0.27606^2/8=0.953$ percent, together 14.76 percent. The remainder formula, with $P=0.8524$, gives $0.0027/1.703=0.0016$, or 0.16 percent. The sum is 14.9 percent, in agreement with the closed form $1-0.8508$. The leading term alone falls short by about 7.5 percent of the result; with the first correction the shortfall is about 1 percent of the result.

Rounding the speed has a visible effect too. From $dC_{\rm p}/d\beta=\beta/s=0.62$, raising $\beta$ from 0.5254 to 0.53 adds about 0.3 percentage points. The direct evaluations are 14.9 and 15.2 percent. ``About 15 percent'' covers both.

The energy has a similar expansion:
\begin{equation}
\varepsilon=-c^2(1-s)=-\frac{Z^2}2\left(1+\frac{\beta^2}4+\dots\right).
\end{equation}
The first correction deepens the level by 6.9 percent of its nonrelativistic value. Without expansion, $1-s=\beta^2/(1+s)$ gives the ratio $2/(1+s)=1.081$, a deepening of 8.1 percent.

\section{The opposite limit: $\beta$ near one}

Put $\delta=1-\beta$. Then
\begin{equation}
s=\sqrt{\delta(2-\delta)}=\sqrt{2\delta}\,\sqrt{1-\frac\delta2}
=\sqrt{2\delta}\left(1-\frac\delta4+O(\delta^2)\right).
\end{equation}
As $\delta\to0$ on this branch, the peak radius tends to zero, while the mean radius tends to $1/(2Z)$, one third of its nonrelativistic value. The two measures of contraction thus tend to 100 and 67 percent.

Hafnium has $\delta=0.4746$. The leading form gives $s=0.974$, a contraction of only 2.6 percent; the first correction changes these to 0.859 and 14.1 percent. The small-$\beta$ series is clearly the better one here.

The point-nucleus model needs care near this limit. Once $s<1/2$, the discarded solution also becomes normalizable, so normalizability alone no longer selects $\lambda=s$. A nucleus of finite size removes the ambiguity. At $\beta=1$ the square root $s$ reaches zero, and for $\beta>1$ it is no longer real.

\section{Numbers for hafnium}

The peak radius is
\begin{equation}
\frac1{72}=0.01389\ \text{bohr}\quad\longrightarrow\quad\frac{0.8508}{72}=0.01182\ \text{bohr},
\end{equation}
or from 0.00735 to 0.00625~\AA. The mean radius goes from 0.01102 to 0.00993~\AA. Each moves inward by about 0.0011~\AA, as the constant offset requires. Numerical diagonalization in a Gaussian basis, which does not use the closed forms, gives contractions of 14.90 and 9.94 percent, against the exact 14.92 and 9.94; the peak value carries a numerical error of 0.02 percentage points. The energies are $-70.5$~keV without relativity and $-76.2$~keV with it, a ratio of 1.081.

The same diagonalization gives peak contractions of 0.17 percent for oxygen and 4.35 percent for zirconium. The two-term series for zirconium, with $\beta=0.2919$, is $4.26+0.09=4.35$ percent.

Two omissions can be sized. Replacing the point nucleus by a uniform sphere of radius 6.8~fm, from a rough radius rule, changes the Dirac mean radius by about 0.04 percent. The Gaussian basis gives 0.033 percent; its tightest functions are about as wide as the nucleus, and the converged value is 0.036 percent. Adding the other 71 electrons, in the atomic model described next, changes the peak contraction to 14.75 percent and the mean contraction to 9.78 percent; the last digit is not converged, and the converged values are 14.77 and 9.79 percent. The one-electron estimate therefore survives screening to within 0.2 percentage points.

\section{From the core orbital to the pseudopotential}

A pseudopotential replaces the nucleus and the inner electrons by a smoother potential. It is constructed to reproduce reference energies and outer wave functions from an all-electron atom. The 1s orbital is not among the functions it must reproduce, so contraction of that orbital does not by itself establish an error. It shows that electrons near this nucleus move fast. The outer s electrons share this motion, as the nonrelativistic equation near the nucleus shows:
\begin{equation}
u''=-2\left(\varepsilon+\frac Zr-v_{\rm s}\right)u\simeq-\frac{2Z}r\,u
\qquad\left(r\ll\frac Z{|\varepsilon-v_{\rm s}|}\right).
\end{equation}
Here $v_{\rm s}$ is the screening potential of the other electrons, which stays finite at the nucleus. In a heavy atom it limits this region far more than the small $\varepsilon$ of an outer level does. Inside the region both have dropped out. A weakly bound s orbital has, near the nucleus, a shape and local momentum independent of its own binding energy. Its probability of being there is small, but the speed there is high.

The size of the effect must be computed. The model is a spherical, spin-unpolarized neutral atom with configuration $4f^{14}5d^26s^2$, in the local density approximation with VWN correlation. It is solved once with the Schr\"odinger operator and once with the Dirac operator. The configuration and the functional are held fixed. The nucleus is a point; a finite nucleus raises the Dirac 5s level by about 0.03~eV and moves the other outer levels by less than 0.01~eV. In the Dirac atom the two 5d electrons are spread over $5d_{3/2}$ and $5d_{5/2}$ as 0.8 and 1.2; placing both in $5d_{3/2}$ raises the four outer levels by 0.07 to 0.27~eV and the 5d-minus-6s energy by about 0.07~eV. The levels are Kohn--Sham eigenvalues, averaged over $j$ with weights $2j+1$; they are not measured ionization energies.

The shift of each level is divided into two parts. The direct part is the change on applying the Dirac operator in the frozen nonrelativistic potential. The indirect part is what follows when the potential becomes self-consistent. In eV:
\begin{center}
\begin{tabular}{lrrr}
level & direct & indirect & total\\
5s & $-16.34$ & $+5.09$ & $-11.25$\\
5p & $-6.33$ & $+4.12$ & $-2.20$\\
5d & $-0.63$ & $+1.66$ & $+1.03$\\
6s & $-1.50$ & $+0.77$ & $-0.73$
\end{tabular}
\end{center}
The second decimal is kept to show the sums, which close to within rounding. The direct part lowers all four levels, and the changed potential raises all four. A plausible reading, not separately tested, is that contracted inner shells screen the nucleus more strongly. For 6s the direct part wins: its mean radius falls from 1.98 to 1.81~\AA, by 8.6 percent. For 5d the indirect part wins: its mean radius grows from 1.235 to 1.320~\AA, by 6.9 percent.

The 6s lowering of 1.50~eV appears with the potential frozen, so it does not come from a change in the electrostatic field of the 1s charge. The direct part does include orthogonality of 6s to the relativistic inner orbitals; the division does not isolate that contribution.

The 5d level lies above 6s by 0.62~eV in the nonrelativistic atom and by 2.38~eV in the Dirac atom. A pseudopotential that faithfully reproduced the nonrelativistic reference would inherit this 1.76~eV difference. Within this model, that is the quantitative reason to generate a hafnium pseudopotential from a relativistic atom.

A scalar-relativistic calculation omits spin--orbit coupling and gives one level for each $n$ and $l$. That level is close to the $j$ average when the splitting is small, but the two can differ noticeably when it is large, as for 5p. The Dirac splittings indicate what is left out: 0.46~eV for 5d and 7.84~eV for 5p. The latter exceeds the average 5p shift. Whether it matters depends on the property; for one that resolves the 5p levels, spin--orbit coupling must be retained.

\section{Relation to hafnia memory capacitors}

Ferroelectric hafnia capacitors use films roughly 10~nm thick, often alloyed with zirconia. The value $Z=72$ is that of the real cation, but the neutral free atom is not its state in the oxide, where hafnium is closer to a $4+$ ion. The bare Hf$^{4+}$ ion is an ionic limit, without the neighbouring oxygen atoms. In it 5d lies below 6s, by 7.30~eV without relativity and by 3.91~eV with it. The relativistic change in the 5d-minus-6s energy is then $+3.39$~eV, against $+1.76$~eV in the neutral atom. Breaking the neutral-atom assumption thus nearly doubles this number in the ionic limit. For scale, the thermal energy at 85~$^\circ$C is 0.031~eV, and the band gap of hafnia is roughly 5 to 6~eV. The atomic shifts are not band-gap shifts: bonding and the crystal field are absent, and no polarization or switching field follows from them. The calculation also omits relativistic corrections to the functional, the Breit interaction and quantum-electrodynamic shifts. The complete values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Hf: Z = 72, 1/alpha = 137.036
Hf 1s rms speed / light speed, diagonalized: 0.5254
Hf s = sqrt(1-beta^2): 0.8508; Lorentz factor: 1.1753
peak contraction from rounded speed 0.53: 15.2 %
peak contraction, formula 1-s: 14.92 %
small-beta estimate beta^2/2: 13.80 %
mean-radius contraction, formula: 9.94 %
Hydrogenic Hf 1s by diagonalization:
 energy nonrel, Dirac: -70532, -76215 eV
 peak radius nonrel, Dirac: 0.00735, 0.00625 angstrom
 mean radius nonrel, Dirac: 0.01102, 0.00993 angstrom
 harmonic mean radius, Dirac: 0.00625 angstrom
 peak radius nonrel, Dirac: 0.01389, 0.01182 bohr
O: beta 0.0584; diagonalized peak, mean contraction 0.17, 0.11 %
Zr: beta 0.2919; diagonalized peak, mean contraction 4.35, 2.90 %
Hf: beta 0.5254; diagonalized peak, mean contraction 14.90, 9.94 %
nuclear sphere radius (rough rule): 6.8 fm
its change of the Dirac 1s mean radius: 0.033 %
Be level check, largest difference: 0.00221 eV
Neutral Hf atom, LDA with VWN correlation:
 1s peak contraction: 14.75 %
 1s mean-radius contraction: 9.78 %
 5s energy nonrel, Dirac: -55.78, -67.02 eV; shift -11.25 eV
 5s direct, indirect shift: -16.34, +5.09 eV
 5s mean radius nonrel, Dirac: 0.657, 0.601 angstrom; change -8.5 %
 5p energy nonrel, Dirac: -33.92, -36.12 eV; shift -2.20 eV
 5p direct, indirect shift: -6.33, +4.12 eV
 5p mean radius nonrel, Dirac: 0.737, 0.710 angstrom; change -3.7 %
 5d energy nonrel, Dirac: -3.91, -2.88 eV; shift +1.03 eV
 5d direct, indirect shift: -0.63, +1.66 eV
 5d mean radius nonrel, Dirac: 1.235, 1.320 angstrom; change +6.9 %
 6s energy nonrel, Dirac: -4.53, -5.26 eV; shift -0.73 eV
 6s direct, indirect shift: -1.50, +0.77 eV
 6s mean radius nonrel, Dirac: 1.983, 1.813 angstrom; change -8.6 %
 spin-orbit splitting of 5d: 0.46 eV
 spin-orbit splitting of 5p: 7.84 eV
5d minus 6s, neutral nonrel, Dirac: 0.62, 2.38 eV; change +1.76 eV
5d minus 6s, Hf4+ nonrel, Dirac: -7.30, -3.91 eV; change +3.39 eV
thermal energy at 85 C (358.15 K): 0.0309 eV
\end{verbatim}
